# Stable evaluation of the scaled Bessel function exp(-z) i_l(z)

## Where the function comes from

A semilocal effective core potential acts differently on each angular momentum \(l\) about its own nucleus. Its matrix elements require the part of angular momentum \(l\) of a Gaussian centred on another atom. Put the potential at the origin and the Gaussian at \(\mathbf A\), and let \(t\) be the cosine of the angle between \(\mathbf r\) and \(\mathbf A\):

\[
e^{-\alpha|\mathbf r-\mathbf A|^2}=e^{-\alpha(r^2+A^2)}e^{zt},\qquad z=2\alpha Ar\ge 0 .
\]

Define the modified spherical Bessel function of the first kind by

\[
i_l(z)=\tfrac12\int_{-1}^{1}e^{zt}P_l(t)\,dt .
\]

It equals \(\sqrt{\pi/2z}\,I_{l+1/2}(z)\). Since \(\int_{-1}^1P_l^2\,dt=2/(2l+1)\), the Legendre expansion of the exponential is

\[
e^{zt}=\sum_l(2l+1)\,i_l(z)P_l(t). \tag{1}
\]

With real spherical harmonics, \(P_l(t)=\frac{4\pi}{2l+1}\sum_mY_{lm}(\hat r)Y_{lm}(\hat A)\). Using \(r^2+A^2=(r-A)^2+2Ar\), the projection becomes

\[
\int d\Omega\,Y_{lm}\,e^{-\alpha|\mathbf r-\mathbf A|^2}
=4\pi e^{-\alpha(r-A)^2}M_l(z)\,Y_{lm}(\hat A),\qquad M_l(z)=e^{-z}i_l(z). \tag{2}
\]

Since \(M_l\) lies between 0 and 1, the Gaussian factor bounds the radial dependence of the projection. The scaling must be built into the formulas. At \(z=800\) in double precision \(e^{-z}\) underflows and \(\sinh z\) overflows, so their product is not a number, whereas \(M_0(800)=6.25\times10^{-4}\).

The scheme below covers \(0\le l\le 8\) and has three regions: a series for \(z<1\), a Taylor table for \(1\le z<16\), and a finite closed form for \(z\ge16\). The switch points belong to this range of \(l\).

## Small arguments: the power series

Insert Rodrigues' formula \(P_l=\frac{1}{2^ll!}\frac{d^l}{dt^l}(t^2-1)^l\) into the definition and integrate by parts \(l\) times. The boundary terms vanish, and the sign \((-1)^l\) turns \((t^2-1)^l\) into \((1-t^2)^l\):

\[
i_l(z)=\frac{z^l}{2^{l+1}l!}\int_{-1}^1(1-t^2)^l e^{zt}\,dt .
\]

Expand \(e^{zt}\); only even powers of \(t\) survive. Let \(J_{l,k}=\int_{-1}^1(1-t^2)^lt^{2k}dt\). One integration by parts gives \(J_{l,k}=\frac{2l}{2k+1}J_{l-1,k+1}\). Repeating this down to \(J_{0,k+l}=2/(2k+2l+1)\) gives

\[
J_{l,k}=2^{l+1}l!\,\frac{(2k-1)!!}{(2l+2k+1)!!}.
\]

Because \((2k)!=2^kk!\,(2k-1)!!\), the result is

\[
M_l(z)=e^{-z}z^l\sum_{k\ge0}\frac{(z^2/2)^k}{k!\,(2l+2k+1)!!}. \tag{3}
\]

All terms are nonnegative, so there is no cancellation. Relative to the first term, term \(k\) is largest for \(l=0\), where it equals \(z^{2k}/(2k+1)!\). For \(z<1\) the terms \(k=0,\dots,8\) suffice: the first omitted one is below \(1/19!\approx8\times10^{-18}\), and later ones fall by further factors of at least 400.

As \(z\to0\), \(M_l\to z^l/(2l+1)!!\): a Gaussian seen from very near the potential's centre looks almost constant, and its higher angular components vanish.

## Two recurrences

Multiply \((2l+1)tP_l=(l+1)P_{l+1}+lP_{l-1}\) by \(\tfrac12e^{zt}\) and integrate. The factor \(t\) is produced by a derivative with respect to \(z\), so

\[
i_l'=\frac{l\,i_{l-1}+(l+1)\,i_{l+1}}{2l+1}. \tag{4}
\]

Next use \((2l+1)P_l=P_{l+1}'-P_{l-1}'\) and integrate by parts. The difference \(P_{l+1}-P_{l-1}\) vanishes at \(t=\pm1\), which leaves \((2l+1)i_l=-z(i_{l+1}-i_{l-1})\), or

\[
i_{l+1}=i_{l-1}-\frac{2l+1}{z}\,i_l . \tag{5}
\]

At fixed \(z\), \(M_l\) obeys (5) too, because \(e^{-z}\) is a common factor.

## Intermediate arguments: a Taylor table

Let \(z_0\) be the grid point at or below \(z\), with spacing \(h=1/8\), and let \(d=z-z_0\). Expand \(i_l\) and keep the exponential separate:

\[
M_l(z_0+d)=e^{-d}\sum_{n=0}^{N}\frac{d^n}{n!}D_l^{n}+R_N,\qquad D_l^{n}=e^{-z_0}i_l^{(n)}(z_0). \tag{6}
\]

Repeated differentiation of (4) at fixed \(z_0\) gives

\[
D_l^{n+1}=\frac{l\,D_{l-1}^{n}+(l+1)D_{l+1}^{n}}{2l+1}. \tag{7}
\]

By the power series every \(D_l^n\) is nonnegative, and \(d\ge0\), so both (6) and (7) add nonnegative numbers. Expanding \(M_l\) itself would bring in \(M_l'=e^{-z}i_l'-M_l\), a subtraction at every order. With \(h=1/8\) that variant shows sampled errors of the same size, below \(10^{-15}\); the advantage of (6) is that the absence of cancellation is guaranteed by the signs.

For the remainder, \(|t|\le1\) and \(|P_l|\le1\) give \(i_l^{(N+1)}(\xi)\le i_0(\xi)\). Lagrange's form, with \(z_0\le\xi\le z\), then yields

\[
R_N\le e^{-z}i_0(\xi)\frac{d^{N+1}}{(N+1)!}\le M_0(z_0)\frac{d^{N+1}}{(N+1)!}.
\]

The last step holds because \(e^{-z}\le e^{-\xi}\) and \(M_0(z)=\frac12\int_{-1}^{1}e^{-z(1-t)}dt\) decreases with \(z\). Since \(i_l\) increases, \(M_l(z)\ge e^{-d}M_l(z_0)\). Hence

\[
\frac{R_N}{M_l(z)}\le e^{h}\,\frac{M_0(z_0)}{M_l(z_0)}\,\frac{h^{N+1}}{(N+1)!}. \tag{8}
\]

For \(N=13\), the largest value of the right side over all cells and \(l\le8\) is \(1.2\times10^{-16}\), about the unit roundoff \(u=1.1\times10^{-16}\). The ratio \(M_0/M_l\) grows like \(z_0^{-l}\) towards the origin, so (8) gives no useful relative bound there. The series takes over for that reason.

The grid has 120 points. Each needs seed values up to \(l=8+13=21\), because each use of (7) consumes one order at the top. The seeds come from (3) with terms up to \(k=60\). The stored table holds \(120\times14\times9=15120\) numbers, or 121 kB.

## Large arguments: the finite form

Integrate the definition by parts, now differentiating \(P_l\). The process ends after \(l+1\) steps:

\[
i_l(z)=\frac12\sum_{k=0}^{l}\frac{(-1)^k}{z^{k+1}}\Big[e^{zt}P_l^{(k)}(t)\Big]_{-1}^{1}.
\]

The endpoint derivatives follow from Legendre's equation. Differentiated \(k\) times and evaluated at \(t=1\), it gives

\[
P_l^{(k+1)}(1)=\frac{(l-k)(l+k+1)}{2(k+1)}P_l^{(k)}(1).
\]

Starting from \(P_l(1)=1\), this yields \(P_l^{(k)}(1)=\frac{(l+k)!}{2^kk!(l-k)!}\). Parity gives \(P_l^{(k)}(-1)=(-1)^{l+k}P_l^{(k)}(1)\). Therefore

\[
M_l(z)=\frac{R_l(-z)-(-1)^le^{-2z}R_l(z)}{2z},\qquad
R_l(z)=\sum_{k=0}^{l}\frac{(l+k)!}{k!\,(l-k)!\,(2z)^k}. \tag{9}
\]

This is an identity for all \(z>0\), but \(R_l(-z)\) alternates in sign. If each term carries a relative error \(u\), the relative error of \(M_l\) can reach about \(\kappa u\), with

\[
\kappa=\frac{R_l(z)}{2zM_l(z)} .
\]

For \(l=8\), \(\kappa=82\) at \(z=16\), but \(\kappa=4.9\times10^{12}\) at \(z=1.3\). At \(z=1.3\) formula (9) in double precision has a relative error of \(1.7\times10^{-4}\).

When the whole exponential term in (9) is negligible, \(\kappa\approx R_l(z)/R_l(-z)\). Each coefficient in \(R_l\) contains the factor \((l+k)!/(l-k)!=\prod_{j=0}^{k-1}[l(l+1)-j(j+1)]\). At fixed \(k\), its ratio to \([l(l+1)]^k\) tends to 1 as \(l\) grows. If \(l\) grows while \(l(l+1)/z\) is held fixed, the sums therefore approach exponential series: \(R_l(\pm z)\approx e^{\pm l(l+1)/2z}\), so \(\kappa\approx e^{l(l+1)/z}\). At \(z=16\), \(l=8\) this estimate gives 90. It shows how the switch must move: a larger maximum \(l\) needs a later switch, roughly in proportion to \(l(l+1)\).

The exponential term in (9) should be kept. Dropping it causes a relative error \(e^{-2z}\kappa\), which at \(z=16\), \(l=8\) is \(1.3\times10^{-14}\times82\approx1.0\times10^{-12}\), well above \(\kappa u\approx9\times10^{-15}\).

## Pseudocode and cost

```
setup:
  for z0 = 1, 1+1/8, ..., 16-1/8:
    D[0][l] = series(l, z0, kmax=60),  l = 0..21
    for n = 0..12:
      for l = 0..20-n:
        D[n+1][l] = (l*D[n][l-1] + (l+1)*D[n][l+1])/(2l+1)
        # for l = 0 the first term is absent
    store D[0..13][0..8]

series(l, z, kmax):
  term = z^l/(2l+1)!!;  sum = term
  for k = 1..kmax:
    term = term*(z*z/2)/(k*(2l+2k+1));  sum = sum + term
  return exp(-z)*sum

M(l, z):
  if z < 1:   return series(l, z, 8)
  if z < 16:
    z0 = floor(8z)/8;  d = z - z0;  s = 0
    for n = 13 down to 0:  s = s*d/(n+1) + D(z0)[n][l]
    return exp(-d)*s
  return (R(l,-z) - (-1)^l*exp(-2z)*R(l,z))/(2z)
```

The spacing is a power of two, so \(z_0\) is represented without rounding. One value costs an exponential plus nine series terms, fourteen Horner steps, or two sums of \(l+1\) terms. The reciprocals \(1/(n+1)\) and the coefficients of \(R_l\) can be stored.

The scheme was compared with a 50-digit evaluation of \(M_l\) at 272 arguments from \(10^{-8}\) to \(10^5\), for all \(l\le8\). The largest relative errors were \(3.9\times10^{-16}\) for the series, \(1.0\times10^{-15}\) for the Taylor table and \(1.0\times10^{-15}\) for the closed form. These are sampled values, not bounds. Denser sampling just above \(z=16\) finds larger closed-form errors for \(l=8\): about \(8\times10^{-15}\) when the terms of \(R_l\) are formed and added one by one, and about \(4\times10^{-15}\) when \(R_l\) is evaluated by Horner's rule. Both are of the order of \(\kappa u\approx9\times10^{-15}\).

## Why upward recursion loses accuracy

Recurrence (5) invites a shorter program: compute \(M_0\) and \(M_1\), then climb. Its weakness is a second solution. By (9),

\[
i_l=\frac{e^zR_l(-z)}{2z}-\frac{(-1)^l}{2}k_l,\qquad k_l(z)=\frac{e^{-z}R_l(z)}{z}.
\]

The coefficients in (5) are rational in \(z\), and \(e^{z}\) and \(e^{-z}\) are linearly independent over the rational functions. Each part must therefore satisfy (5) separately, so \((-1)^lk_l\) is a solution. Substituting it gives

\[
k_{l+1}=k_{l-1}+\frac{2l+1}{z}k_l .
\]

Thus the wanted solution is reached by subtraction, and the unwanted one grows by addition.

To find how much of it an error excites, consider \(W_l=i_lk_{l+1}+i_{l+1}k_l\). Inserting both recurrences, the terms with \((2l+1)/z\) cancel and \(W_l=W_{l-1}\). Its value follows from \(l=0\):

\[
W_0=\frac{\sinh z}{z}\,e^{-z}\Big(\frac1z+\frac1{z^2}\Big)+\Big(\frac{\cosh z}{z}-\frac{\sinh z}{z^2}\Big)\frac{e^{-z}}{z}=\frac{1}{z^2}.
\]

Let \(M_0\) be correct, let \(M_1\) have an error \(\delta\), and let later steps be free of rounding. The error obeys (5), so \(e_l=P\,i_l+Q(-1)^lk_l\), with

\[
P\,i_0+Q\,k_0=0,\qquad P\,i_1-Q\,k_1=\delta .
\]

The first equation gives \(Q=-P\,i_0/k_0\). The second becomes \(P\,W_0/k_0=\delta\), so \(P=\delta z^2k_0\) and \(Q=-\delta z^2i_0\):

\[
e_l=\delta z^2\big[k_0i_l-(-1)^li_0k_l\big]. \tag{10}
\]

Define the gain \(g_l\) as the relative error of \(M_l\) divided by that of \(M_1\). For \(z\to0\) we have \(i_0\to1\), \(i_1\to z/3\), \(i_l\to z^l/(2l+1)!!\) and \(k_l\to(2l-1)!!/z^{l+1}\). For \(l\ge2\) the second term of (10) dominates, and

\[
g_l\to\frac{(2l-1)!!\,(2l+1)!!}{3\,z^{2l-2}}. \tag{11}
\]

For large \(z\), neglecting \(e^{-2z}\), equation (10) gives instead

\[
g_l\approx\frac{R_1(-z)}{2}\left|1-(-1)^l\frac{R_l(z)}{R_l(-z)}\right| .
\]

This tends to 0 for even \(l\) and to 1 for odd \(l\). By linearity the signed gains for errors in \(M_0\) and in \(M_1\) add up to 1, so the gain for an error in \(M_0\) tends to 1 for even \(l\) and to 0 for odd \(l\). At fixed \(l\), upward recursion is therefore harmless once \(z\) is large compared with \(l^2\).

The table shows the gain for \(l=8\) and the relative error of \(M_8\) when the recursion runs in double precision from correctly rounded \(M_0\) and \(M_1\).

| \(z\) | \(M_8(z)\) | \(g_8\) | upward error |
|---:|---:|---:|---:|
| 0.3 | \(1.41\times10^{-12}\) | \(5.0\times10^{20}\) | \(9\times10^{3}\) |
| 1 | \(1.10\times10^{-8}\) | \(2.8\times10^{13}\) | \(3\times10^{-3}\) |
| 4 | \(5.26\times10^{-5}\) | \(9.0\times10^{5}\) | \(8\times10^{-11}\) |
| 16 | \(3.24\times10^{-3}\) | 38 | \(1\times10^{-15}\) |
| 100 | \(3.48\times10^{-3}\) | 0.52 | \(1\times10^{-17}\) |

Where the gain is large, the product \(g_8u\) sets the scale of the error but does not predict it, since the rounding of \(M_0\) and of each later step also enters. At \(z=100\) the error happens to fall below \(u\). At \(z=0.3\) the same recursion in 50-digit arithmetic has a relative error of \(4\times10^{-31}\), so the failure comes from rounding and not from the recurrence.

Read downward, (5) becomes \(i_{l-1}=i_{l+1}+\frac{2l+1}{z}i_l\), a sum of positive terms. Started from correctly rounded \(M_9\) and \(M_8\) at the five arguments of the table, it gave all lower orders with relative errors of at most \(3.7\times10^{-16}\). When all orders are needed at one \(z\ge1\), one can thus evaluate the two highest and descend, but the lower orders inherit the relative error of the starting values: from the scheme's own \(M_8\) and \(M_7\) just above \(z=16\), \(M_0\) comes out with errors near \(3\times10^{-15}\), against \(1\times10^{-16}\) from (9) directly. For extremely small \(z\) this is unsafe: subnormal starting values pass their lost accuracy on to the lower orders, and if both starting values underflow to zero, so does everything below them.

## A semilocal integral

Take unnormalized s Gaussians at \(\mathbf A\) and \(\mathbf B\), separated by an angle \(\gamma\) as seen from the potential, and the operator \(\sum_m|lm\rangle U(r)\langle lm|\). Applying (2) on both sides gives a factor \((4\pi)^2\), and the sum over \(m\) gives \(\frac{2l+1}{4\pi}P_l(\cos\gamma)\):

\[
V_l=4\pi(2l+1)P_l(\cos\gamma)\int_0^\infty r^2U(r)\,e^{-\alpha(r-A)^2-\beta(r-B)^2}M_l(2\alpha Ar)M_l(2\beta Br)\,dr .
\]

For \(U=c\,e^{-\zeta r^2}\) there is a closed value. Set \(p=\alpha+\beta+\zeta\), \(\mathbf a=2\alpha\mathbf A\) and \(\mathbf b=2\beta\mathbf B\). Completing the square,

\[
\int d^3r\,e^{-pr^2+\mathbf a\cdot\mathbf r+\mathbf b\cdot\mathbf r}=\Big(\frac{\pi}{p}\Big)^{3/2}e^{(a^2+b^2)/4p}\,e^{ab\cos\gamma/2p}.
\]

On the left expand both exponentials by (1). The angular integral of \(P_l(\hat r\cdot\hat a)P_{l'}(\hat r\cdot\hat b)\) is \(\delta_{ll'}\frac{4\pi}{2l+1}P_l(\cos\gamma)\). On the right expand the last factor by (1). Equating the coefficients of \((2l+1)P_l(\cos\gamma)\),

\[
\int_0^\infty r^2e^{-pr^2}i_l(ar)i_l(br)\,dr=\frac{\sqrt\pi}{4p^{3/2}}\,e^{(a^2+b^2)/4p}\,i_l\!\Big(\frac{ab}{2p}\Big). \tag{12}
\]

Multiplication by \(c\,e^{-\alpha A^2-\beta B^2}\) and by the angular factor gives \(V_l\).

Choose round model parameters in atomic units: \(\alpha=4\), \(\beta=0.02\), \(\zeta=1\), \(A=2\), \(B=1\), \(c=1\), \(\gamma=60^\circ\). Then \(a=16\), \(b=0.04\) and \(p=5.02\). The three Gaussian factors multiply to an exponential whose exponent is \(-pr^2+(a+b)r\) plus a constant; it peaks at \(r=(a+b)/2p=16.04/10.04\approx1.6\).

At \(r=1.6\) the first argument is \(25.6\), in the closed region. With \(2z=51.2\),

\[
M_3\approx\frac{1}{51.2}\Big(1-\frac{12}{51.2}+\frac{60}{51.2^2}-\frac{120}{51.2^3}\Big)=0.01538 .
\]

The second argument is \(0.064\), in the series region, where \(M_3\approx e^{-0.064}\,0.064^3/105=2.34\times10^{-6}\).

At \(r=0.8\) the first argument is \(12.8\), so \(z_0=12.75\) and \(d=0.05\). Taylor orders 0, 1, 2 and 4 give \(M_3=0.022921\), \(0.024022\), \(0.02404841\) and \(0.02404883\). The full order gives \(0.02404884\).

For \(l=3\), \(P_3(1/2)=-0.4375\) and the angular factor is \(28\pi\times(-0.4375)=-38.48\). In (12), \(ab/2p=0.06375\) and \(i_3=2.467\times10^{-6}\). The total exponent is \(-16.02+12.749=-3.271\), and \(\sqrt\pi/4p^{3/2}=0.03940\). Hence

\[
V_3=-38.48\times e^{-3.271}\times0.03940\times2.467\times10^{-6}=-1.42\times10^{-7}\ \text{hartree bohr}^3 .
\]

The unit reflects the unnormalized Gaussians. Gauss–Legendre quadrature with 200 points on \(0\le r\le6\) bohr, using the three-region scheme, differs from the closed value by a relative \(3.3\times10^{-15}\). With upward recursion, started from the scheme's own \(M_0\) and \(M_1\), the difference is \(8.5\times10^{-10}\). For \(l=4\), where \(V_4=-8.55\times10^{-10}\) hartree bohr\(^3\), the two differences are \(3.1\times10^{-15}\) and \(1.2\times10^{-5}\).

The loss comes from the diffuse Gaussian: upward recursion applied to the tight Gaussian alone changes either integral by no more than a few units of roundoff. At \(z=0.064\), (11) gives \(g_3\approx3\times10^7\) and \(g_4\approx5\times10^{11}\), hence \(gu\approx3\times10^{-9}\) and \(5\times10^{-5}\). The errors quoted above are four to five times smaller. They are sums of rounding errors of either sign and depend on the starting values and on the grid. With 200 points and correctly rounded \(M_0\) and \(M_1\) they are about \(5\times10^{-11}\) and \(7\times10^{-7}\). With 230 points they are about \(2\times10^{-10}\) and \(1\times10^{-6}\) from the scheme's starting values, and \(2\times10^{-10}\) and \(2\times10^{-6}\) from correctly rounded ones. The product \(gu\) at a single radius is thus only a rough guide to the error of the integral.

## Failure modes

- **Underflow.** For extremely small \(z\), \(z^l\) becomes subnormal or zero and relative accuracy is lost. The absolute error is then negligible.
- **Larger \(l\).** The bound (8) and the condition number \(\kappa\) both grow. The Taylor order, the seeds and the upper switch must be chosen anew.
- **Unscaled prefactor.** The factor \(e^{-\alpha(r-A)^2}\) must be formed from \(r-A\). Building it as \(e^{-\alpha(r^2+A^2)}e^{z}\) brings back the overflow and underflow that the scaling removed.
